**Examination question: zero-point reduction of the Néel moment on the square lattice, and the convergence of its zone sum**

Spins of length $S$ (in units of $\hbar$) sit on a square lattice of spacing 1 at zero temperature, with
$$H=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j-4JS\eta\sum_i \epsilon_i S_i^z ,\qquad J>0 .$$
Each nearest-neighbour bond is counted once, $\epsilon_i=+1$ on sublattice A and $-1$ on B, and $\eta\ge0$ is a reduced staggered field. Angle brackets $\langle\cdot\rangle_k$ denote $\int d^2k/(2\pi)^2$ over the zone $[-\pi,\pi)^2$.

**(a) Derive, in linear spin-wave theory, the reduction $\Delta S=S-\langle\epsilon_iS_i^z\rangle$ as a zone integral.**

*Answer.* Rotate the B spins by $\pi$ about $x$, so that $S^z\to-\tilde S^z$ and $S^\pm\to\tilde S^\mp$. A bond becomes $-\tilde S_i^z\tilde S_j^z+\tfrac12(\tilde S_i^+\tilde S_j^++\tilde S_i^-\tilde S_j^-)$. The Holstein–Primakoff representation at leading order in $1/S$ is $\tilde S^z=S-a^\dagger a$, $\tilde S^+\simeq\sqrt{2S}\,a$. The quadratic part of a bond is then $S(n_i+n_j)+S(a_ia_j+\text{h.c.})$. Each site has four bonds and the field adds $4JS\eta\,n_i$, so
$$H_2=4JS(1+\eta)\sum_i a_i^\dagger a_i+JS\sum_{\langle ij\rangle}(a_ia_j+\text{h.c.}).$$
All sites are now equivalent, so $a_j=N_s^{-1/2}\sum_k e^{ik\cdot r_j}a_k$ with $k$ in the full zone and $N_s$ sites. Since $\sum_{\langle ij\rangle}=\tfrac12\sum_i\sum_\delta$ and $\sum_\delta e^{ik\cdot\delta}=4\gamma_k$ with $\gamma_k=\tfrac12(\cos k_x+\cos k_y)$,
$$H_2=4JS\sum_k\Big[(1+\eta)a_k^\dagger a_k+\tfrac12\gamma_k(a_ka_{-k}+\text{h.c.})\Big].$$
The pair $(k,-k)$ contributes $4JS[(1+\eta)(n_k+n_{-k})+\gamma(a_ka_{-k}+\text{h.c.})]$. Put $a_k=c\,\alpha_k-s\,\alpha^\dagger_{-k}$ with $c=\cosh\vartheta$, $s=\sinh\vartheta$, which preserves the commutators. The coefficient of $\alpha_k\alpha_{-k}$ is $\gamma(c^2+s^2)-2(1+\eta)cs$, and it vanishes for $\tanh2\vartheta=\gamma/(1+\eta)$. The coefficient of $\alpha_k^\dagger\alpha_k$ is $(1+\eta)\cosh2\vartheta-\gamma\sinh2\vartheta$, which gives $\omega_k=4JS\sqrt{(1+\eta)^2-\gamma^2}$. A mode with $k\equiv-k$ obeys the same equations. In the $\alpha$ vacuum $\langle a_k^\dagger a_k\rangle=s^2=\tfrac12(\cosh2\vartheta-1)$, and $\cosh 2\vartheta=(1-\tanh^22\vartheta)^{-1/2}$. Taking $N_s\to\infty$ first and $\eta\to0$ afterwards,
$$\Delta S=\tfrac12(I-1),\qquad I=\langle f\rangle_k,\qquad f=\frac1{\sqrt{1-\gamma^2}} .$$
The moment is $S-\Delta S$, so $-\Delta S$ is its $S^0$ term, independent of $S$ and $J$. Two tests support the construction. The exact spin-$S$ dimer with Hamiltonian $J\mathbf S_1\cdot\mathbf S_2-JS\eta(S_1^z-S_2^z)$, $\eta=0.5$, gives $0.170944$ at $S=400$ and $0.170882$ at $S=800$, approaching the boson value $0.170820$ as $1/S$. Real-space diagonalization of $H_2$ on a periodic $6\times6$ cluster at $\eta=0.05$ gives $0.12951164$ on every site, equal to the $k$ sum.

**(b) Locate the singularities of $f$, expand it through order $q$, and decide whether $I$ is finite.**

*Answer.* $f$ diverges where $\gamma=\pm1$, at $k=0$ and $k=Q=(\pi,\pi)$, the two Goldstone points. Because $\gamma(k+Q)=-\gamma(k)$, $f(k+Q)=f(k)$ and one expansion serves both. With $k=q(\cos\theta,\sin\theta)$ and $P=k_x^4+k_y^4=q^4(3+\cos4\theta)/4$, the cosine series gives $1-\gamma=q^2/4-P/48+O(q^6)$. Then
$$1-\gamma^2=2(1-\gamma)-(1-\gamma)^2=\frac{q^2}{2}\Big[1-\frac{q^2}{8}-\frac{P}{12q^2}+O(q^4)\Big].$$
Using $(1-x)^{-1/2}=1+x/2+\dots$ and $\tfrac1{16}+\tfrac3{96}=\tfrac3{32}$,
$$f=\frac{\sqrt2}{q}+\sqrt2\,q\Big(\frac3{32}+\frac{\cos4\theta}{96}\Big)+O(q^3).$$
There is no $q^0$ term. The measure $q\,dq\,d\theta$ cancels the pole, so $I$ is finite. The diamond $|k_x|+|k_y|\le\pi$ and its translate by $Q$ tile the zone, and the diamond has eight equivalent octants, so
$$I=\frac{16}{4\pi^2}\int_0^{\pi/4}\!d\theta\int_0^{\pi/(\cos\theta+\sin\theta)}\!qf\,dq ,$$
whose integrand is smooth. At temperature $T>0$ the occupation becomes $(n_B+\tfrac12)f-\tfrac12$ with $n_B\simeq T/\omega\propto1/q$, the integrand goes as $q^{-2}$, and the integral diverges logarithmically: the result holds at $T=0$ only.

**(c) Evaluate $\Delta S$ in closed form and give the moment for $S=\tfrac12$, $g=2$.**

*Answer.* Set $u,v=(k_x\pm k_y)/2$, so $\gamma=\cos u\cos v$. A function of $\gamma$ has Fourier terms $e^{i(mu+nv)}=e^{i[(m+n)k_x+(m-n)k_y]/2}$ with $m+n$ even, since $\gamma$ is unchanged by $(u,v)\to(u+\pi,v+\pi)$. All terms except $m=n=0$ average to zero over $k$, so the zone average equals independent averages over $u$ and $v$. Averaging over $v$ gives one route, $I=(4/\pi^2)\int_0^{\pi/2}K\,du$, where $K=\int_0^{\pi/2}(1-\cos^2u\cos^2v)^{-1/2}dv$ is the complete elliptic integral of modulus $\cos u$.

For the closed form let $a_n=\binom{2n}{n}4^{-n}$, which obeys $a_{n+1}/a_n=(n+\tfrac12)/(n+1)$. The binomial series is $(1-x^2)^{-1/2}=\sum a_nx^{2n}$, and the constant term of $[(e^{iu}+e^{-iu})/2]^{2n}$ gives $\langle\cos^{2n}u\rangle=a_n$. All terms are positive, so sum and average commute:
$$I=\sum_{n\ge0}a_n^3 .$$
This sum is a square (a case of Clausen's identity). Let $y=\sum b_nz^n$ with $b_n=[(\tfrac14)_n/n!]^2$, where $(x)_n=x(x+1)\cdots(x+n-1)$, and let $D=z\,d/dz$. The recurrence $(n+1)^2b_{n+1}=(n+\tfrac14)^2b_n$ means $D^2y=z(D+\tfrac14)^2y$. Collecting $D^2y$ gives $D^2y=t(\tfrac12Dy+\tfrac1{16}y)$ with $t=z/(1-z)$, and $Dt=z/(1-z)^2=t(1+t)$. Define $A=y^2$, $B=y\,Dy$, $C=(Dy)^2$. The product rule gives
$$DA=2B,\qquad DB=C+\tfrac t2B+\tfrac t{16}A,\qquad DC=tC+\tfrac t8B .$$
Hence $D^2A=2C+tB+\tfrac t8A$, and differentiating its three terms in turn,
$$D^3A=\big[2tC+\tfrac t4B\big]+\big[t(1+t)B+tC+\tfrac{t^2}2B+\tfrac{t^2}{16}A\big]+\big[\tfrac{t(1+t)}8A+\tfrac t4B\big].$$
Collecting terms, $D^3A=t\big[3C+\tfrac32(1+t)B+(\tfrac18+\tfrac{3t}{16})A\big]$. The bracket equals $\tfrac32D^2A+\tfrac34DA+\tfrac18A$, as insertion of the expressions above shows. Multiplying by $1-z$ gives $D^3A=z(D+\tfrac12)^3A$, so the coefficients of $A$ obey $(n+1)^3A_{n+1}=(n+\tfrac12)^3A_n$ with $A_0=1$. This is the recurrence of $a_n^3$. The coefficients are positive, so $z\to1$ gives $I=y(1)^2$.

Write one factor of $b_n$ as a ratio of beta functions, $(\tfrac14)_n/n!=\mathrm B(n+\tfrac14,\tfrac34)/\mathrm B(\tfrac14,\tfrac34)$, and sum the other under the integral with $\sum(\tfrac14)_nw^n/n!=(1-w)^{-1/4}$:
$$y(1)=\frac{\int_0^1w^{-3/4}(1-w)^{-1/2}dw}{\mathrm B(\frac14,\frac34)}=\frac{\Gamma(\frac14)\Gamma(\frac12)/\Gamma(\frac34)}{\Gamma(\frac14)\Gamma(\frac34)}=\frac{\sqrt\pi}{\Gamma(\frac34)^2}.$$
With $\Gamma(\tfrac34)=1.2254167025$, $y(1)=1.180340599$ and
$$I=\frac{\pi}{\Gamma(3/4)^4}=1.3932039297,\qquad\Delta S=\tfrac12(1.3932039297-1)=0.1966019648 .$$
Polar quadrature, the elliptic integral and the series with its tail are each tested against this value. The bare series is slow because $a_n^3\simeq(\pi n)^{-3/2}$ by Stirling's formula: $10^6$ terms give only $1.3928448$.

For $S=\tfrac12$ the moment is $0.5-0.1966=0.3034\,\hbar$, or $0.607\,\mu_B$ for $g=2$. The ten digits belong to the integral and serve as the reference for part (e). The reduction is $39\%$ of $S$, so the assumption $\langle n\rangle\ll 2S$ is only moderately met, and this calculation does not estimate the higher orders in $1/S$.

**(d) Let $\Delta S_N=(2N^2)^{-1}\sum'(f-1)$ on the grid $k=h(n+\sigma)$, $h=2\pi/N$, $n\in\{0,\dots,N-1\}^2$, the prime omitting singular points. Find $\Delta S_N-\Delta S$ through $N^{-2}$ for (i) $\sigma=0$, $N$ even, (ii) $\sigma=(\tfrac12,\tfrac12)$, $N$ even, (iii) $\sigma=0$, $N$ odd.**

*Answer.* The omission is a quadrature prescription. At $\eta=0$ the occupation of a zero mode diverges, which signals that the expansion about a fixed Néel direction fails on a finite cluster.

*Splitting.* Let $s(q)=\sqrt2e^{-\alpha q^2}/q$ with fixed $\alpha>0$, place a copy at every reciprocal-lattice image of $0$ and $Q$, and write $f=(\text{all copies})+R$. Near a singular point, $f$ minus the copy centred there tends to zero, because $f$ has no $q^0$ term. So $R$ is continuous, and at that point $R$ and the other copies add to zero. Therefore $\sum'f$ equals the sum of $R$ over all grid points plus the sum of the copies, each omitted only at its own centre.

*Remainder.* Write $R=\sum_r\hat R(r)e^{ik\cdot r}$. The grid average of $e^{ik\cdot r}$ vanishes unless $r=Nm$, where it is $e^{2\pi i\sigma\cdot m}=\pm1$. The error from $R$ is thus $\sum_{m\ne0}\pm\hat R(Nm)$. The non-smooth part of $R$ is $q$ times a smooth function of $q$ and $\theta$, so its $j$-th derivatives are bounded by a constant times $q^{1-j}$. Cut it smoothly into shells $q\sim\lambda=2^{-l}$. A shell contributes to $\hat R(r)$ at most of order $\lambda^3$ (size times area), and after four integrations by parts at most of order $\lambda^3(\lambda r)^{-4}$. Using the first bound for $\lambda<1/r$ and the second for $\lambda>1/r$, both geometric sums are of order $r^{-3}$. As $\sum'|m|^{-3}$ converges in two dimensions, $R$ costs $O(N^{-3})$.

*Singular point on the grid.* Summing the periodic copies over the $N^2$ points is summing one copy over the infinite lattice $hn$, and their zone average is $\int_{\mathbb R^2}s\,d^2q/4\pi^2$ with $\int s\,d^2q=\sqrt2\pi^{3/2}/\sqrt\alpha$. With $1/N^2=h^2/4\pi^2$ and $\pi\varepsilon=\alpha h^2$, the error in $I$ is
$$\frac{\sqrt2h}{4\pi^2}Z(\varepsilon),\qquad Z(\varepsilon)={\sum_{n\in\mathbb Z^2}}'\frac{e^{-\pi\varepsilon n^2}}{|n|}-\frac{\pi}{\sqrt\varepsilon}.$$
Insert $1/|n|=\int_0^\infty\tau^{-1/2}e^{-\pi\tau n^2}d\tau$ and $\pi/\sqrt\varepsilon=\int_0^\infty\tau^{-1/2}(\tau+\varepsilon)^{-1}d\tau$ (both follow from $\tau\propto w^2$). With $\Theta(\tau)=\sum_{j\in\mathbb Z}e^{-\pi\tau j^2}$,
$$Z(\varepsilon)=\int_0^\infty\tau^{-1/2}G(\tau+\varepsilon)\,d\tau,\qquad G=\Theta^2-1-\frac1\tau .$$
The periodic function $\sum_je^{-\pi\tau(x+j)^2}$ has Fourier coefficients $\tau^{-1/2}e^{-\pi m^2/\tau}$, and its series at $x=0$ gives $\Theta^2(\tau)=\Theta^2(1/\tau)/\tau$. Hence $G+1=[\Theta^2(1/\tau)-1]/\tau$ is exponentially small as $\tau\to0$, $G'$ is bounded and falls as $\tau^{-2}$, and $Z(\varepsilon)=Z+O(\varepsilon)$ with $Z=Z(0)$. Since $\varepsilon\propto h^2$, the correction is again $O(N^{-3})$. Split the integral at $\tau=1$. Above, the term $-\tau^{-3/2}$ gives $-2$. Below, the term $-\tau^{-1/2}$ gives $-2$, and $\tau\to1/\tau$ turns $\int_0^1\tau^{-3/2}[\Theta^2(1/\tau)-1]d\tau$ into $\int_1^\infty\tau^{-1/2}(\Theta^2-1)d\tau$, the same as the remaining upper piece. With $\int_1^\infty\tau^{-1/2}e^{-\pi n^2\tau}d\tau=\operatorname{erfc}(\sqrt\pi|n|)/|n|$,
$$Z=-4+2{\sum_n}'\frac{\operatorname{erfc}(\sqrt\pi|n|)}{|n|}.$$
Two shells give $-4+0.0975111+0.0022217=-3.900267$, and the full sum is $Z=-3.900264920$, tested against the directly regulated sum.

*Singular point at a cell centre.* For a square lattice of spacing $a$, the regulated sum minus density times integral is $Z/a$, by rescaling $x=an$. Integer points with both coordinates odd (density $\tfrac14$) are the checkerboard (spacing $\sqrt2$, density $\tfrac12$) minus the both-even points (spacing 2, density $\tfrac14$), the origin being omitted from both. This gives $Z/\sqrt2-Z/2$. Halving these points gives the lattice $n+(\tfrac12,\tfrac12)$ and doubles the value: $Z_s=(\sqrt2-1)Z=-1.615542627$, also tested directly.

*Assembly.* Half of $\sqrt2h/4\pi^2$ is $1/(2\sqrt2\pi N)$, so each singular point adds $Z/(2\sqrt2\pi N)$ or $Z_s/(2\sqrt2\pi N)$ to $\Delta S_N$. Each omitted $-1$ adds $1/(2N^2)$. Since $\pi=hN/2$, both points are on the grid in (i), both are cell-centred in (ii), and in (iii) $0$ is on the grid and $Q$ is cell-centred, with $Z+Z_s=\sqrt2Z$. Thus $\Delta S_N-\Delta S=c_1/N+c_2/N^2+O(N^{-3})$ with

- (i) $c_1=Z/(\sqrt2\pi)=-0.8778680$, $c_2=1$;
- (ii) $c_1=Z_s/(\sqrt2\pi)=-0.3636248$, $c_2=0$;
- (iii) $c_1=Z/(2\pi)=-0.6207464$, $c_2=\tfrac12$.

$N$ is the linear size, so the error falls as (number of points)$^{-1/2}$. The power matches the weight $\int_{q<h}d^2q/q\propto h$ of the region the grid cannot resolve. Because $Z<0$, all three grids underestimate $\Delta S$ at large $N$.

**(e) Compare with computed grid sums, find the smallest even $N$ for an absolute error below $10^{-3}\hbar$, repair the $N=16$ results, and show that the power law needs gapless modes.**

*Answer.* Errors are $\Delta S_N-\Delta S$ in $\hbar$.

| $N$ | (i) $\Delta S_N$ | $N\times$error | (ii) $\Delta S_N$ | $N\times$error |
|---|---|---|---|---|
| 16 | 0.1456198 | $-0.815714$ | 0.1738468 | $-0.364082$ |
| 64 | 0.1831291 | $-0.862265$ | 0.1909199 | $-0.363653$ |
| 512 | 0.1948912 | $-0.875915$ | 0.1958918 | $-0.363625$ |

At $N=16$ the shortfall relative to $\Delta S$ is $26\%$ for (i) and $12\%$ for (ii). Removing $c_2/N$ at $N=512$ ($513$ for the odd grid) gives measured $c_1=-0.8778684$, $-0.3636253$, $-0.6207468$, tested against (d) to $10^{-5}$. The logarithmic slopes between the two largest grids are $0.9968$, $1.0000$ and $0.9977$. The first departs from 1 through $c_2$:
$$1+\log_2\frac{1-1/(0.877868\times256)}{1-1/(0.877868\times512)}=0.9968 .$$
The residual times $N^3$ is tested to be the same at two grid sizes near 64 and 128. Its measured values are $c_3=-0.0898$, $-0.1162$, $-0.1030$; they are not derived here.

For (ii), $0.3636248/364=9.990\times10^{-4}$, so $N=364$ (132496 points). For (i), $0.877868/878-1/878^2=9.986\times10^{-4}$, so $N=878$ (770884 points). Direct sums confirm that these pass and the next smaller even grids fail. The ratio of points, $5.8$, is close to the squared ratio of the $c_1$, $(\sqrt2-1)^{-2}$.

Subtracting the known terms at $N=16$: for (i) the correction is $0.8778680/16-1/256=0.0548668-0.0039063=0.0509605$, giving $0.1456198+0.0509605=0.1965803$, error $-2.16\times10^{-5}$, against $c_3/16^3=-2.19\times10^{-5}$. For (ii), $0.1738468+0.3636248/16=0.1738468+0.0227266=0.1965734$, error $-2.86\times10^{-5}$. Richardson extrapolation needs no constant: $2\Delta S_{2N}-\Delta S_N$ cancels $c_1$ and leaves $-c_2/(2N^2)-3c_3/(4N^3)$, so it suits grid (ii), where $c_2=0$. With the computed $\Delta S_{32}=0.1852351$, $2\times0.1852351-0.1738468=0.1966234$, error $+2.15\times10^{-5}$, against $\tfrac34\times0.1162/4096=2.13\times10^{-5}$. All three round to $0.1966$.

For $\eta>0$ the integrand $(1+\eta)/\sqrt{(1+\eta)^2-\gamma^2}$ is analytic in a strip around real $k$. Shifting the Fourier contour into the strip makes its coefficients decay exponentially, and the aliasing formula of (d) passes this decay to the error. At $\eta=0.1$, $\Delta S=0.0919004$, and grid (i) with no point omitted has errors $8.88\times10^{-4}$, $2.83\times10^{-6}$, $6.63\times10^{-11}$ at $N=8,16,32$. The gain per doubling grows from about $3\times10^2$ to $4\times10^4$, whereas a power law would keep it fixed. On grid (i) the sign is now positive, because every aliasing phase is $+1$ for $\sigma=0$, the integrand is a series in $\gamma^2$ with positive coefficients and $\gamma$ has non-negative Fourier coefficients. On the shifted grid the nearest aliases $m=(\pm1,0),(0,\pm1)$ carry the phase $-1$, and the error at these $N$ is negative. Near $k=0$ the radicand is $2\eta+q^2/2$ for small $\eta$, which vanishes at $q=\pm2i\sqrt\eta$. This sets the half-width of the strip, so the aliased coefficients at distance $N$ fall roughly as $e^{-2\sqrt\eta N}$, and the fast regime requires $N\gg1/(2\sqrt\eta)$, which is about $1.6$ at $\eta=0.1$.

The numerical check, with its output, performs the tests and supplies the numbers used here.

## Table of computed values

```
dimer eta=0.5: dS(S=400)=0.170944 dS(S=800)=0.170882 boson=0.170820 hbar
6x6, eta=0.05: real space 0.12951164, k sum 0.12951164 hbar
Gamma(3/4) = 1.2254167025, y(1) series+tail = 1.180340599
I closed form = 1.3932039297 (dimensionless)
I series, 1e6 terms = 1.3928448, with tail = 1.393203930
dS closed form = 0.1966019648 hbar
dS polar quadrature = 0.1966019648 hbar
dS elliptic integral = 0.1966019648 hbar
dS series+tail = 0.196601965 hbar
S=0.5, g=2.0: S-dS = 0.303398 hbar = 0.606796 mu_B
fractional reduction dS/S = 0.39320
erfc shells: |n|=1 0.0975111, |n|=sqrt2 0.0022217
Z erfc sum = -3.900264920, direct regulated sum = -3.9002649
zeta(1/2) = -1.46035451, beta(1/2) = 0.66769146, 4 zeta beta = -3.900264920
Zs=(sqrt2-1)Z = -1.615542627, direct regulated sum = -1.6155426
Gamma even: c1=-0.8778680 measured -0.8778684, c2=1.0 (hbar)
  exponent N=256->512: 0.9968; measured c3=-0.0898, -0.0898 hbar
shifted even: c1=-0.3636248 measured -0.3636253, c2=0.0 (hbar)
  exponent N=256->512: 1.0000; measured c3=-0.1162, -0.1162 hbar
Gamma odd: c1=-0.6207464 measured -0.6207468, c2=0.5 (hbar)
  exponent N=257->513: 0.9977; measured c3=-0.1030, -0.1030 hbar
N, dS_N Gamma, N*err, dS_N shifted, N*err (hbar)
   8 0.1023293 -0.754181 0.1509144 -0.365500
  16 0.1456198 -0.815714 0.1738468 -0.364082
  32 0.1701424 -0.846705 0.1852351 -0.363738
  64 0.1831291 -0.862265 0.1909199 -0.363653
 128 0.1898046 -0.870061 0.1937611 -0.363632
 256 0.1931880 -0.873963 0.1951815 -0.363627
 512 0.1948912 -0.875915 0.1958918 -0.363625
Gamma even: error<1e-3 hbar needs N=878 (770884 points), error 9.9855e-04
  N=16 correction 0.0509605, corrected 0.1965803, error -2.16e-05 hbar
shifted even: error<1e-3 hbar needs N=364 (132496 points), error 9.9897e-04
  N=16 correction 0.0227266, corrected 0.1965734, error -2.86e-05 hbar
Richardson shifted 16,32: 0.1966234, error 2.15e-05 hbar
eta=0.1: dS = 0.091900404 hbar
  grid errors N=8,16,32: 8.88e-04 2.83e-06 6.63e-11 hbar
```
